# Permittivity from the size dependence of charged-defect energies

## Problem

The formation energy of a defect with charge $q=+2$, in units of the elementary charge, is calculated in a cubic insulator. The calculation is repeated in simple-cubic periodic cells of growing edge $L$. A uniform background of charge $-2$ neutralizes each cell. In large cells the energies follow a straight line when plotted against $1/L$, with slope

$$S=\frac{dE}{d(1/L)}=-8.17\ \text{eV Å}.$$

No correction for the periodic images has been applied, and the potential has not been realigned.

(a) What is the relative permittivity $\varepsilon$ of the host?

(b) How far can the answer be trusted if the line was drawn through cells of finite size?

(c) What would happen if the energies had first been aligned to the potential far from the defect?

**Conventions.** $E(L)$ is the energy of the cell with the defect, minus that of a perfect cell of the same size, plus the energies of the atoms and electrons exchanged with reservoirs. The reservoir energies do not depend on $L$. In every cell the average electrostatic potential is zero, and the electron reservoir is referred to the perfect crystal with the same zero. The defect charge is localized and has no dipole moment.

In Hartree atomic units the Coulomb constant is 1. Since the slope is given in eV Å, we keep it explicit:

$$K=\frac{e^2}{4\pi\varepsilon_0}=14.40\ \text{eV Å}.$$

## First estimate by scaling

The part of the energy that depends on $L$ comes from the interaction of the defect with its images and with the background. It is quadratic in $q$, because the images and the background carry charges proportional to $q$. The host reduces it by $\varepsilon$. The one length available to a point charge in this array is $L$. Therefore

$$E(L)-E_\infty\sim-\frac{Kq^2}{\varepsilon L}.$$

The sign is negative because the nearest compensating charge is the background in the defect's own cell, which attracts it. A smaller cell holds this charge closer and lowers the energy.

With the unknown numerical factor set to 1,

$$\varepsilon\sim\frac{Kq^2}{|S|}=\frac{14.40\times4}{8.17}=\frac{57.60}{8.17}=7.05.$$

Scaling fixes the form of the law but not its factor, so this value is an order of magnitude.

## Exact solution for the point charge

### The potential of the images

Let $\psi(\mathbf r)$ be the potential, without $K$ and without screening, of unit point charges at all lattice points $\mathbf R$ together with the background:

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big],\qquad \int_{\text{cell}}\psi\,d^3r=0.$$

Near the charge at the origin, remove its own potential by writing $u=\psi-1/r$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, what remains is

$$\nabla^2u=\frac{4\pi}{L^3}.$$

Inversion symmetry forbids terms linear in $\mathbf r$. The reflections and permutations of the cubic axes allow one quadratic term, $cr^2$. Because $\nabla^2(cr^2)=6c$, we have $c=2\pi/(3L^3)$. The constant term must scale as $1/L$, and we call it $-\alpha/L$. Hence

$$\psi-\frac1r=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).\tag{1}$$

### The Madelung constant

To find $\alpha$, set $L=1$ and add and subtract a Gaussian charge at each lattice point, with density proportional to $e^{-\eta^2r^2}$. A point charge minus its Gaussian has the potential $\operatorname{erfc}(\eta r)/r$, which dies out quickly. The Gaussians and the background form a smooth density, whose potential has Fourier components $4\pi e^{-G^2/4\eta^2}/G^2$ at the reciprocal vectors $\mathbf G\ne0$.

Two constants have to be traced. The short-range part has a cell average

$$\int\frac{\operatorname{erfc}(\eta r)}r\,d^3r=4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{\pi}{\eta^2},$$

which must be subtracted to make the total average zero. At the origin, removal of $1/r$ leaves

$$\frac{\operatorname{erfc}(\eta r)-1}{r}=-\frac{\operatorname{erf}(\eta r)}r\to-\frac{2\eta}{\sqrt\pi}.$$

Together,

$$-\alpha=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R+\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi}.$$

The sum gives $\alpha=2.837297$.

A direct sum in real space gives an independent value. Each neutral cell consists of a point charge and its cube of background. Such cells have no dipole or quadrupole moment, so their potentials can be added cube by cube. The result does not have zero average, however. The average of the summed potentials is the integral of one cell's potential over all space, which is the limit of $4\pi\hat\rho(k)/k^2$ as $k\to0$. For a neutral cubic cell $\hat\rho(k)\simeq-(k^2/6)\int\rho r^2d^3r$, so the average is

$$-\frac{2\pi}{3}\int\rho r^2d^3r=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}.$$

The point charge contributes nothing to this integral, and the background contributes $-3\times\frac1{12}=-\frac14$. After $\pi/6$ is subtracted, a block of 81 cells on an edge gives $\alpha=2.83730$, in agreement with the first sum.

### From potential to energy

The host responds linearly, so at large distance the image potential is divided by $\varepsilon$. At the defect it is $-Kq\alpha/(\varepsilon L)$. Now build up the charge from zero, as $tq$ with $t$ running from 0 to 1. The images and the background grow in step, so the potential is proportional to $t$, and the work is

$$\int_0^1\left(-\frac{K\,tq\,\alpha}{\varepsilon L}\right)q\,dt=-\frac{Kq^2\alpha}{2\varepsilon L}.$$

This is the origin of the factor $\frac12$. The background adds no separate term, because a uniform charge in a potential of zero average has no energy. Thus

$$S=-\frac{Kq^2\alpha}{2\varepsilon},\qquad \varepsilon=\frac{Kq^2\alpha}{2|S|}.\tag{2}$$

For $\varepsilon=1$ the slope would be $-57.60\times2.8373/2=-81.71$ eV Å. The answer to (a) is therefore

$$\varepsilon=\frac{81.71}{8.17}=10.0.$$

In atomic units the slope is $-8.17/14.40=-0.567$ hartree bohr, and (2) with $K=1$ gives the same permittivity.

Since $\varepsilon\propto1/|S|$, relative errors in the two are equal in size. Rounding the slope to the nearest 0.01 eV Å allows an error of 0.005 eV Å, which changes $\varepsilon$ by 0.006. This counts the rounding alone. Question (b) concerns a larger error.

## Comparison of the estimate with the solution

The scaling estimate of 7.05 is too small by the factor $\alpha/2=1.419$, which scaling could not supply. A simple picture explains most of this factor. Replace the cubic cell by a sphere of equal volume, with radius $R=(3/4\pi)^{1/3}L$, holding the charge at its centre and the background spread uniformly. In units of $Kq^2/(\varepsilon R)$, the attraction between the charge and the background is $-\frac32$, and the repulsion within the background is $+\frac35$. The energy is

$$-\frac9{10}\frac{Kq^2}{\varepsilon R}=-\frac9{10}\left(\frac{4\pi}{3}\right)^{1/3}\frac{Kq^2}{\varepsilon L}=-1.451\,\frac{Kq^2}{\varepsilon L}.$$

A neutral sphere has no field outside itself, so the images are left out. This is an approximation, because spheres of this volume would overlap in the cubic array. This gives $\varepsilon=57.60\times1.451/8.17=10.2$, about 2% above the cubic result. The factor is thus mostly the energy of a charge in its own neutralizing cell, with a small correction for the cube's shape.

## Cells of finite size

Equation (2) concerns the limiting slope. Two features of a real defect add terms in $1/L^3$: its charge has a finite extent, and the host does not screen fully at short distances.

**Finite extent.** Let the charge be a Gaussian in which each Cartesian coordinate has variance $\sigma^2$. Two points drawn independently from it have a mean square separation $6\sigma^2$. The quadratic term of (1), averaged over all pairs and multiplied by $\frac12$, gives

$$\frac{Kq^2}{2\varepsilon}\,\frac{2\pi}{3L^3}\,6\sigma^2=\frac{2\pi Kq^2\sigma^2}{\varepsilon L^3}.$$

**Incomplete screening.** Let the screening depend on the wave number $k$ through

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2\lambda^2}{1+k^2\lambda^2}.$$

Waves much longer than $\lambda$ are screened by the full $\varepsilon$, and much shorter ones are not screened. With $\hat\rho(k)=qe^{-k^2\sigma^2/2}$, the energies of the periodic and the isolated defect are

$$E(L)=\frac{2\pi K}{L^3}\sum_{\mathbf G\ne0}\frac{|\hat\rho(G)|^2}{G^2\varepsilon(G)},\qquad E_\infty=\frac K\pi\int_0^\infty\frac{|\hat\rho(k)|^2}{\varepsilon(k)}\,dk.$$

Division of the screening function by $k^2$ separates it into

$$\frac1{k^2\varepsilon(k)}=\frac1{\varepsilon k^2}+\left(1-\frac1\varepsilon\right)\frac{\lambda^2}{1+k^2\lambda^2}.$$

The first part is the ordinary screened Coulomb interaction, already treated. The second is an interaction that decays as $e^{-r/\lambda}/r$, so the images contribute negligibly to it when $L\gg\lambda,\sigma$. Its sum over all $\mathbf G$, including $\mathbf G=0$, would then equal its isolated value. But the periodic energy omits $\mathbf G=0$, which is how the zero of average potential is imposed. The missing term shifts the energy by

$$-\frac{2\pi Kq^2}{L^3}\left(1-\frac1\varepsilon\right)\lambda^2.$$

For this model, then,

$$E(L)=E_\infty+\frac SL+\frac{A_3}{L^3},\qquad A_3=2\pi Kq^2\left[\frac{\sigma^2}{\varepsilon}-\left(1-\frac1\varepsilon\right)\lambda^2\right].\tag{3}$$

The short-range details enter $A_3$, while $S$ keeps the macroscopic permittivity. The local slope is

$$\frac{dE}{d(1/L)}=S+\frac{3A_3}{L^2}.$$

A negative $A_3$ makes the line too steep and the inferred permittivity too small. The sign reverses when $\sigma>\lambda\sqrt{\varepsilon-1}$.

### A worked case

Take $\varepsilon=10$, $\sigma=1.0$ Å and a lattice parameter of 4.2 Å, and use cells 4, 5 and 6 lattice parameters wide. For $\lambda=1.0$ Å the bracket in (3) is $0.1-0.9=-0.8$ Å$^2$, and $A_3=-289.5$ eV Å$^3$. The sums over $\mathbf G$ and the isolated integral give:

| $L$ (Å) | $E-E_\infty$ (eV) | $S/L$ (eV) |
|---:|---:|---:|
| 16.8 | −0.547 | −0.486 |
| 21.0 | −0.420 | −0.389 |
| 25.2 | −0.342 | −0.324 |

In the smallest cell the difference is $-0.061$ eV, which is $A_3/L^3$. The three energies lie close to a straight line, but its slope is $-10.36$ eV Å and (2) would return $\varepsilon=7.9$. The extrapolated energy would also be too high by 0.07 eV. A visibly straight plot is thus no proof that the limiting slope has been reached.

With $\lambda=0.5$ Å and all else unchanged, $A_3$ falls to $-45.2$ eV Å$^3$, and the straight line gives 9.6. Cells from 33.6 to 42.0 Å improve the two results to 9.3 for $\lambda=1.0$ Å and 9.9 for $\lambda=0.5$ Å. The remedy is to fit a constant, a $1/L$ term and a $1/L^3$ term together. In the three smaller cells this returns $\varepsilon=10.00$ for both screening lengths. These energies contain no numerical noise. Independent errors with a standard deviation of 1 meV in the three energies would scatter the fitted permittivity by about 0.8, against 0.05 to 0.08 for the straight line. Real data therefore need tightly converged energies, and more than three cells if the quality of the fit is to be judged.

The answer to (b) is that $\varepsilon=10.0$ holds if $-8.17$ eV Å is the limiting slope. If it is a straight-line slope from cells about 20 Å wide, it can mislead: in the worked case the line gives a permittivity too small by 4% for $\lambda=0.5$ Å and by 21% for $\lambda=1.0$ Å. Other values of $\sigma$ and $\lambda$ give other errors, as (3) shows. In a real crystal the $1/L^3$ term also depends on how the individual atoms respond close to the defect, so neither its size nor its sign can be taken from this model.

## Energies that have been aligned

A potential alignment refers the electron reservoir to the potential at a point far from the defect. The farthest point in the cell is its body centre as seen from the defect, where $\psi=-\beta/L$ with $\beta=0.8019$. The electrostatic potential there is, to leading order,

$$V_{\text{far}}=-\frac{Kq\beta}{\varepsilon L},$$

with $V_{\text{far}}$ expressed as energy per unit positive charge. An electron has the opposite charge, so its energy there is shifted by $-V_{\text{far}}$. The formation energy contains $q$ times the electron reference energy and therefore changes by

$$-qV_{\text{far}}=+\frac{Kq^2\beta}{\varepsilon L}.$$

The alignment is itself proportional to $1/L$, and the new slope is

$$S_{\text{al}}=-\frac{Kq^2}{\varepsilon}\left(\frac\alpha2-\beta\right)=-5.760\times(1.4186-0.8019)=-3.55\ \text{eV Å}$$

for $\varepsilon=10$. Inserted in (2), this slope would give $\varepsilon=23$. The answer to (c) is that energies aligned at this point still determine the permittivity, but $\alpha/2$ must be replaced by $\alpha/2-\beta$. The constant depends on how the far potential is read. If it is averaged over the plane midway between the defect and its image, $\beta$ is replaced by $\pi/6=0.5236$ and the slope is $-5.16$ eV Å. These are limiting slopes. Alignment also changes the terms beyond $1/L$: in the cells of the worked case the plane-aligned straight line has slope $-4.5$ eV Å for $\lambda=0.5$ Å and $-2.7$ eV Å for $\lambda=1.0$ Å. Equation (2) requires energies that are both uncorrected and unaligned.

## Magnesium oxide as a real case

The numbers resemble those of a doubly positive oxygen vacancy in MgO, a cubic oxide used as a tunnel barrier. Its lattice parameter is roughly 4.2 Å, its static permittivity roughly 10 and its electronic permittivity roughly 3. The values of $\sigma$ and $\lambda$ above are chosen, not derived for this vacancy, and the energies are those of a dielectric model. The cells of the table would hold 512 to 1728 atoms.

The permittivity found from a slope is the one that the calculation allows to act. If the ions relax around the defect, it is the static value. If they are clamped, the electrons alone respond, and for a permittivity of 3 the slope would be $-27.2$ eV Å. For a localized charge in MgO, a limiting slope of $-8.17$ eV Å thus points to relaxed ions. A straight-line slope from small cells is weaker evidence, because a spread-out charge makes it shallower. In the model with permittivity 3 and $\lambda=0.5$ Å, the cells of the table give $-24.0$ eV Å for $\sigma=2$ Å and $-19.5$ eV Å for $\sigma=3$ Å. A slope near $-8$ eV Å needs $\sigma\approx5$ Å, where the charge overlaps its images and (3) no longer holds.

Relaxation also brings an elastic term. Suppose that the defect would expand its cell by $\Delta V$, but the cell volume is held fixed. Compressing it back against the bulk modulus $B$ costs about $B(\Delta V)^2/(2L^3)$. With $B$ roughly 160 GPa, or about 1.0 eV Å$^{-3}$, and a chosen $\Delta V=10$ Å$^3$, the cost is 0.0105 eV at $L=16.8$ Å. This is counted from a relaxed cell of the same size, and it is an upper estimate of the term in $E-E_\infty$. An infinite crystal also resists the expansion through its shear stiffness, which in MgO reduces the term to half or less. For $\lambda=0.5$ Å the full 0.0105 eV would slightly outweigh $A_3/L^3=-0.0095$ eV and move the straight-line result from 9.60 to 10.04. The actual elastic term moves it less. The elastic term also varies as $1/L^3$, so the fit with two powers of $1/L$ absorbs it.

Two further differences matter in use. The slope describes atoms at rest; with a rough relative temperature coefficient $(1/\varepsilon)\,d\varepsilon/dT$ of $10^{-4}$ per kelvin near room temperature, the permittivity rises by less than 0.3 between 0 and 300 K, because the coefficient falls towards zero on cooling. And a tunnel barrier is a film about 1 nm thick between metals, not an unbounded crystal. For a point charge, an ideal metal and a macroscopic permittivity, which are only approximations so close to a real surface, a single metal surface at distance $d$ changes the energy by $-Kq^2/(4\varepsilon d)$, since the image charge lies at $2d$ and the charging factor is again $\frac12$. For $d=5$ Å this is $-57.60/200=-0.29$ eV. With a second metal surface 5 Å away on the other side, the repeated images bring it to $-0.40$ eV. The permittivity recovered from bulk cells is unaffected, but the extrapolated bulk energy cannot be carried over to the barrier without such a term.

The law also fails if the defect state spreads over the cell or overlaps with its images, because the charge is then no longer localized. Neither the point-charge law nor the $1/L^3$ term describes that case.

## Table of computed values

```
Coulomb constant K = 14.3996 eV angstrom
Madelung constant, Ewald sum = 2.837297
Madelung constant, direct cell sum = 2.83730
Far-point constant beta = 0.8019
Defect charge q = 2 e
Given slope = -8.17 eV angstrom
Slope for permittivity 1 = -81.71 eV angstrom
Recovered relative permittivity = 10.001
Its uncertainty from slope rounding = 0.006
Model: permittivity 10.0, sigma 1.0 angstrom, lattice parameter 4.2 angstrom
Model limiting slope = -8.171 eV angstrom
Screening length lam = 0.5 angstrom:
  isolated energy = 3.0089 eV
  L = 16.8 angstrom: E - E_inf = -0.4959 eV, 1/L part -0.4864 eV
  L = 21.0 angstrom: E - E_inf = -0.3940 eV, 1/L part -0.3891 eV
  L = 25.2 angstrom: E - E_inf = -0.3271 eV, 1/L part -0.3243 eV
  A3 = -45.2 eV angstrom^3
  A3/L^3 at L = 16.8 angstrom = -0.0095 eV
  straight-line slope = -8.514 eV angstrom
  straight-line permittivity = 9.60
  straight-line intercept error = 0.0110 eV
  two-term slope = -8.171 eV angstrom
  two-term permittivity = 10.000
  straight-line permittivity, L = 33.6 to 42.0 angstrom = 9.88
Screening length lam = 1.0 angstrom:
  isolated energy = 5.1656 eV
  L = 16.8 angstrom: E - E_inf = -0.5474 eV, 1/L part -0.4864 eV
  L = 21.0 angstrom: E - E_inf = -0.4204 eV, 1/L part -0.3891 eV
  L = 25.2 angstrom: E - E_inf = -0.3423 eV, 1/L part -0.3243 eV
  A3 = -289.5 eV angstrom^3
  A3/L^3 at L = 16.8 angstrom = -0.0611 eV
  straight-line slope = -10.363 eV angstrom
  straight-line permittivity = 7.88
  straight-line intercept error = 0.0705 eV
  two-term slope = -8.171 eV angstrom
  two-term permittivity = 10.000
  straight-line permittivity, L = 33.6 to 42.0 angstrom = 9.29
Slope after far-point alignment = -3.552 eV angstrom
Permittivity misread from it = 23.0
Bulk modulus (rough) = 160 GPa
Relaxation volume (chosen) = 10 angstrom^3
Elastic image energy at L = 16.8 angstrom = 0.0105 eV
Straight-line permittivity with elastic term, lam 0.5 angstrom = 10.04
Electronic permittivity (rough) = 3
Slope with clamped ions = -27.2 eV angstrom
Temperature coefficient of permittivity (rough) = 1e-04 per K
Permittivity change from 0 to 300 K (rough) = 0.3
```
